# Coupled plasmon–LO phonon branches in n-type GaAs versus carrier density: a numerical check

```python
# Coupled plasmon-LO modes of an n-type polar semiconductor, q -> 0.
# Result under test, with wp^2 = 4 pi n/(m eps_inf):
#   w(+,-)^2 = {wL^2 + wp^2 +- sqrt[(wL^2 + wp^2)^2 - 4 wp^2 wT^2]}/2,
# whose lower branch starts as wp*sqrt(eps_inf/eps0) and tends to wT.
# wT, wL: TO and carrier-free LO frequencies; n, m: carrier density and mass;
# Z, mu, vol: Born charge, reduced ion mass, cell volume;
# eps_inf, eps0: clamped-ion and relaxed-ion dielectric constants.
# Hartree atomic units, Gaussian 4 pi. Model parameters are round numbers.
# The reference side evolves the electric field explicitly in time:
#   eps_inf dE/dt = -4 pi J, without eliminating E.
import numpy as np
from scipy import constants as sc
from scipy.optimize import minimize_scalar

Z, mu, vol = 2.0, 66000.0, 300.0
eps_inf, wT, m = 10.0, 1.2e-3, 0.07
pi4 = 4 * np.pi
T = wT**2
light = 1 / sc.fine_structure
meV = sc.physical_constants["Hartree energy in eV"][0] * 1e3
bohr_cm = sc.physical_constants["Bohr radius"][0] * 100


def oscillations(matrix):
    """Positive frequencies and vectors of d(state)/dt = matrix * state."""
    values, vectors = np.linalg.eig(matrix)
    keep = np.where(values.imag > 1e-9)[0]
    keep = keep[np.argsort(values[keep].imag)]
    return values[keep].imag, vectors[:, keep]


def longitudinal(n):
    """State: ion displacement, ion velocity, carrier velocity, field."""
    return oscillations(np.array([
        [0, 1, 0, 0],
        [-T, 0, 0, Z / mu],
        [0, 0, 0, -1 / m],
        [0, -pi4 * Z / (vol * eps_inf), pi4 * n / eps_inf, 0]]))


def transverse(n, q):
    """As above, with the magnetic field as fifth variable."""
    cq = light * q
    return oscillations(np.array([
        [0, 1, 0, 0, 0],
        [-T, 0, 0, Z / mu, 0],
        [0, 0, 0, -1 / m, 0],
        [0, -pi4 * Z / (vol * eps_inf), pi4 * n / eps_inf, 0, cq / eps_inf],
        [0, 0, 0, -cq, 0]]))[0]


def plasma_squared(n):
    return pi4 * n / (m * eps_inf)


# Carrier-free crystal: LO frequency from dynamics, eps0 from static balance.
wL = oscillations(np.array([
    [0, 1, 0], [-T, 0, Z / mu],
    [0, -pi4 * Z / (vol * eps_inf), 0]]))[0][0]
L = wL**2
static_displacement = np.linalg.solve([[mu * T]], [Z])[0]
eps0 = eps_inf + pi4 * Z * static_displacement / vol
assert abs(L / (T + pi4 * Z**2 / (mu * vol * eps_inf)) - 1) < 1e-10
assert abs(L / T / (eps0 / eps_inf) - 1) < 1e-10


def formula(n):
    P = plasma_squared(n)
    upper = (L + P + np.sqrt((L + P)**2 - 4 * P * T)) / 2
    return np.sqrt(P * T / upper), np.sqrt(upper)


def lower_mode(n):
    """Ion kinetic share, field/spring force, ionic 4 pi P/E."""
    vec = longitudinal(n)[1][:, 0]
    ion = mu * abs(vec[1])**2 / vol
    carrier = n * m * abs(vec[2])**2
    force = (Z * vec[3] / (mu * T * vec[0])).real
    ionic = (pi4 * Z * vec[0] / (vol * vec[3])).real
    return ion / (ion + carrier), force, ionic


# Frequencies, dielectric zero, bounds, mode character and monotonic growth.
previous = np.zeros(2)
for n in np.logspace(-10, -5, 41):
    w = longitudinal(n)[0]
    P = plasma_squared(n)
    assert len(w) == 2
    assert np.allclose(w, formula(n), rtol=1e-9, atol=0)
    eps_ratio = 1 + (L - T) / (T - w**2) - P / w**2
    assert np.max(abs(eps_ratio)) < 1e-7
    assert w[0] < min(wT, np.sqrt(P * eps_inf / eps0))
    assert w[1] > max(wL, np.sqrt(P))
    assert np.all(w > previous)
    previous = w
    share = (w[1]**2 - L) / (w[1]**2 - w[0]**2)
    assert abs(lower_mode(n)[0] - share) < 1e-8

# First corrections and the physical cause at each end of the lower branch.
n_low, n_high = 1e-10, 1e-4
P = plasma_squared(n_low)
y = longitudinal(n_low)[0][0]**2
low_ratio = (1 - y * eps0 / (P * eps_inf)) / (P * (L - T) / L**2)
assert abs(low_ratio - 1) < 5e-3
ionic_low = lower_mode(n_low)[2]
assert abs(ionic_low / (eps0 - eps_inf) - 1) < 5e-3
P = plasma_squared(n_high)
y = longitudinal(n_high)[0][0]**2
high_ratio = (1 - y / T) / ((L - T) / P)
assert abs(high_ratio - 1) < 5e-3
assert abs(lower_mode(n_high)[1] / ((L - T) / P) - 1) < 5e-3

# Closest approach found by numerical search on the time-evolution spectrum.
search = minimize_scalar(
    lambda s: np.diff(longitudinal(10**s)[0])[0] / wT,
    bounds=(-9, -6), method="bounded", options={"xatol": 1e-8})
n_close = 10**search.x
gap = search.fun * wT
assert abs(np.sqrt(plasma_squared(n_close)) / wT - 1) < 1e-4
assert abs(gap / np.sqrt(L - T) - 1) < 1e-8

# Transverse phonon: outside the light cone it stays at wT with carriers.
q = 5e-4
transverse_lines = []
for n in (1e-7, 1e-6):
    w = transverse(n, q)
    phonon = w[np.argmin(abs(w - wT))]
    assert abs(phonon / wT - 1) < 1e-3
    v_fermi = (3 * np.pi**2 * n)**(1 / 3) / m
    transverse_lines.append((n, phonon, q * v_fermi / wT))

print(f"Born charge {Z:.1f} e; reduced ion mass {mu:.0f} m_e")
print(f"cell volume {vol:.0f} bohr^3; carrier mass {m:.2f} m_e")
print(f"eps_inf {eps_inf:.2f}; eps0 {eps0:.4f} (dimensionless)")
print(f"wT {wT*1e3:.4f} mHa = {wT*meV:.2f} meV")
print(f"wL {wL*1e3:.4f} mHa = {wL*meV:.2f} meV")
print(f"wL^2/wT^2 {L/T:.5f}; eps0/eps_inf {eps0/eps_inf:.5f}")
print(f"sqrt(eps_inf/eps0) {np.sqrt(eps_inf/eps0):.5f}")

n = 1e-7
P = plasma_squared(n)
w = longitudinal(n)[0]
root = np.sqrt((L + P)**2 - 4 * P * T)
print(f"Worked density n = {n:.1e} bohr^-3 = {n/bohr_cm**3:.3e} cm^-3")
print(f"wT^2 {T*1e6:.5f}; wL^2 {L*1e6:.5f}; wp^2 {P*1e6:.5f} mHa^2")
print(f"wL^2+wp^2 {(L+P)*1e6:.5f}; square root {root*1e6:.5f} mHa^2")
print(f"w-^2 {w[0]**2*1e6:.5f}; w+^2 {w[1]**2*1e6:.5f} mHa^2")
print(f"w- {w[0]*1e3:.4f} mHa = {w[0]*meV:.2f} meV")
print(f"w+ {w[1]*1e3:.4f} mHa = {w[1]*meV:.2f} meV")

print("Table: n in bohr^-3; frequencies in mHa; last two dimensionless")
print("line = wp*sqrt(eps_inf/eps0); ion = ion kinetic share of w- mode")
print("force = field force / spring force on ions in w- mode")
print("n         wp      line    w-      w+      ion     force")
for n in (1e-10, 1e-9, 1e-8, 3e-8, 1e-7, 3e-7, 1e-6):
    wp = np.sqrt(plasma_squared(n))
    w = longitudinal(n)[0]
    ion, force, _ = lower_mode(n)
    line = wp * np.sqrt(eps_inf / eps0)
    cells = [wp * 1e3, line * 1e3, w[0] * 1e3, w[1] * 1e3, ion, force]
    print(f"{n:.1e}   " + "  ".join(f"{c:.4f}" for c in cells))

print(f"n={n_low:.0e} bohr^-3: ionic 4piP/E {ionic_low:.4f}, "
      f"eps0-eps_inf {eps0-eps_inf:.4f}")
print(f"low-density correction, computed/predicted {low_ratio:.4f}")
print(f"high-density correction at n={n_high:.0e} bohr^-3, "
      f"computed/predicted {high_ratio:.4f}")
print(f"closest approach: n {n_close:.3e} bohr^-3 "
      f"= {n_close/bohr_cm**3:.3e} cm^-3")
print(f"smallest gap {gap*1e3:.4f} mHa = {gap*meV:.2f} meV")
print(f"transverse test wavevector q {q:.1e} bohr^-1")
for n, phonon, locality in transverse_lines:
    print(f"n={n:.0e} bohr^-3: transverse phonon {phonon*1e3:.5f} mHa; "
          f"q*vF/wT {locality:.3f}")
print("PASS")
```

Output:

```
Born charge 2.0 e; reduced ion mass 66000 m_e
cell volume 300 bohr^3; carrier mass 0.07 m_e
eps_inf 10.00; eps0 11.7630 (dimensionless)
wT 1.2000 mHa = 32.65 meV
wL 1.3015 mHa = 35.42 meV
wL^2/wT^2 1.17630; eps0/eps_inf 1.17630
sqrt(eps_inf/eps0) 0.92202
Worked density n = 1.0e-07 bohr^-3 = 6.748e+17 cm^-3
wT^2 1.44000; wL^2 1.69387; wp^2 1.79520 mHa^2
wL^2+wp^2 3.48906; square root 1.35397 mHa^2
w-^2 1.06755; w+^2 2.42151 mHa^2
w- 1.0332 mHa = 28.12 meV
w+ 1.5561 mHa = 42.34 meV
Table: n in bohr^-3; frequencies in mHa; last two dimensionless
line = wp*sqrt(eps_inf/eps0); ion = ion kinetic share of w- mode
force = field force / spring force on ions in w- mode
n         wp      line    w-      w+      ion     force
1.0e-10   0.0424  0.0391  0.0391  1.3016  0.0002  0.9989
1.0e-09   0.1340  0.1235  0.1234  1.3025  0.0016  0.9894
1.0e-08   0.4237  0.3907  0.3873  1.3128  0.0188  0.8958
3.0e-08   0.7339  0.6766  0.6560  1.3424  0.0789  0.7011
1.0e-07   1.3398  1.2354  1.0332  1.5561  0.5374  0.2586
3.0e-07   2.3207  2.1397  1.1639  2.3926  0.9224  0.0592
1.0e-06   4.2370  3.9066  1.1909  4.2694  0.9836  0.0151
n=1e-10 bohr^-3: ionic 4piP/E 1.7648, eps0-eps_inf 1.7630
low-density correction, computed/predicted 1.0007
high-density correction at n=1e-04 bohr^-3, computed/predicted 1.0007
closest approach: n 8.021e-08 bohr^-3 = 5.413e+17 cm^-3
smallest gap 0.5039 mHa = 13.71 meV
transverse test wavevector q 5.0e-04 bohr^-1
n=1e-07 bohr^-3: transverse phonon 1.19968 mHa; q*vF/wT 0.085
n=1e-06 bohr^-3: transverse phonon 1.19969 mHa; q*vF/wT 0.184
PASS
```
